# Image-force lowering with the image plane inside the metal

An electron in a semiconductor near a metal contact is attracted by the charge it induces in the metal. Together with the field of the junction, this attraction rounds off the barrier and lowers its top. The simplest treatment lets the image plane coincide with the metal surface. Here the plane is moved a distance $x_0\ge 0$ into the metal, and the problem is to find what this does to the height and the position of the barrier top.

The metal fills $x<0$ and the semiconductor, of permittivity $\varepsilon$, fills $x>0$. The electron has charge $-q$ with $q>0$. The field has magnitude $F>0$, is uniform near the contact, and drives electrons away from the metal. Energies are measured from the Fermi level of the metal.

## (a) The shape of the barrier

**Write the conduction edge for $x\ge 0$ when the image plane is at $x=-x_0$.**

Let $u=x+x_0$ be the distance of the electron from the image plane. For a perfectly conducting plane, the field of the induced charge on the electron's side equals that of a charge $+q$ at distance $u$ behind the plane. The two charges are $2u$ apart, so the electron is pulled toward the metal with a force

$$\frac{q^2}{4\pi\varepsilon(2u)^2}=\frac{q^2}{16\pi\varepsilon u^2}.$$

With the energy set to zero far away, the image energy is

$$W(u)=-\int_u^\infty\frac{q^2}{16\pi\varepsilon u'^2}\,du'=-\frac{q^2}{16\pi\varepsilon u}.$$

This is half the energy of two fixed charges $-q$ and $+q$ at separation $2u$. The image is not fixed: it recedes as the electron recedes, and the integral takes this into account.

The field gives the electron the potential energy $-qFx$, which falls away from the metal. The origin of this ramp must be specified. We first pin it at the metal surface: without the image term, the edge is the straight line $\Phi_B-qFx$, which has the value $\Phi_B$ at $x=0$. Part (f) examines this choice. With

$$A=\frac{q}{16\pi\varepsilon},$$

the conduction edge is

$$E_c(x)=\Phi_B-qL(x),\qquad L(x)=\frac{A}{x+x_0}+Fx .$$

Here $L$ is a voltage, the depth of the edge below the bare barrier $\Phi_B$. The top of the barrier is the point where $L$ is smallest, and the value of $L$ there is the lowering $\Delta\phi$. The formula is used for $x\ge0$ alone, since the semiconductor has no conduction edge inside the metal.

## (b) The barrier top

**Find the position of the top and the lowering, supposing that the top lies in the semiconductor. Compare with $x_0=0$ at the same $F$ and $\varepsilon$.**

Substitute $x=u-x_0$:

$$L=\frac{A}{u}+Fu-Fx_0 .$$

The first two terms are what one has for $x_0=0$, with $u$ in place of $x$. The third does not depend on position, so it changes the height of the top but not the value of $u$ at which the top occurs.

To find the smallest value, define $u_m=\sqrt{A/F}$, so that $A=Fu_m^2$. Then

$$\frac{A}{u}+Fu=\frac{F(u_m^2+u^2)}{u}=2Fu_m+\frac{F(u-u_m)^2}{u}.$$

For $u>0$ the last term is positive except at $u=u_m$, where it vanishes. There is therefore a single top, at $u=u_m$. Since $Fu_m=\sqrt{AF}$, the lowering is

$$\Delta\phi=2\sqrt{AF}-Fx_0 .$$

The first term takes its usual form when $A$ is inserted:

$$2\sqrt{AF}=\sqrt{\frac{4qF}{16\pi\varepsilon}}=\sqrt{\frac{qF}{4\pi\varepsilon}} .$$

The results are

$$\boxed{\Delta\phi=\sqrt{\frac{qF}{4\pi\varepsilon}}-Fx_0,\qquad x_m=\sqrt{\frac{q}{16\pi\varepsilon F}}-x_0 .}$$

Compared with $x_0=0$, the lowering has shrunk by exactly $Fx_0$, and the top has moved toward the metal by $x_0$. The two changes have one cause. The top keeps its distance $u_m$ from the image plane, so the image term there is unchanged. But the electron at the top has travelled a distance $x_0$ less down the ramp, which costs $Fx_0$ of lowering.

## (c) When the top is outside the metal

**Find the condition for the result of (b), and the lowering when the condition fails.**

The top lies in the semiconductor or at its surface if $x_m\ge0$, that is, if $u_m\ge x_0$. Squaring $\sqrt{A/F}\ge x_0$ gives

$$F\le F_c=\frac{A}{x_0^2}=\frac{q}{16\pi\varepsilon x_0^2}.$$

That the maximum remains outside the metal is thus a condition on the field. It also limits the relative shrinkage. Because $2\sqrt{AF}=2Fu_m$,

$$\frac{Fx_0}{2\sqrt{AF}}=\frac{x_0}{2u_m}\le\frac12 .$$

Within its range of validity, the formula never removes more than half of the lowering.

For $F>F_c$ we have $u_m<x_0$, while the semiconductor begins at $u=x_0$. The derivative of $L$ with respect to $u$ is

$$F-\frac{A}{u^2}=F\left(1-\frac{u_m^2}{u^2}\right)>0\qquad(u\ge x_0),$$

so $L$ grows from the surface outward. The highest point of the edge is then the surface itself, and the lowering is

$$\Delta\phi=L(0)=\frac{A}{x_0},$$

independent of the field. The shrinkage relative to $x_0=0$ is now $2\sqrt{AF}-A/x_0$. It falls short of $Fx_0$ by

$$Fx_0-\left(2\sqrt{AF}-\frac{A}{x_0}\right)=\left(\sqrt{Fx_0}-\sqrt{\frac{A}{x_0}}\right)^2 ,$$

which is positive for $F>F_c$ and zero at $F=F_c$.

## (d) Dependence on the field

**Find the slope of $\Delta\phi$ against $F$, and describe the limits of weak and strong field.**

For $F<F_c$,

$$\frac{d\Delta\phi}{dF}=\sqrt{\frac{A}{F}}-x_0=x_m .$$

The slope is the distance of the top from the surface. A small increase $dF$ tilts the ramp about $x=0$ and lowers the edge at $x_m$ by $x_m\,dF$. The top also moves, but the edge is flat there, so this motion has no effect at first order.

In a weak field $u_m$ is large and the relative shrinkage $x_0/(2u_m)=\tfrac12x_0\sqrt{F/A}$ tends to zero. As $F$ rises, the top approaches the metal and the slope decreases. At $F_c$ the slope reaches zero and the lowering is $2\sqrt{AF_c}-F_cx_0=2A/x_0-A/x_0=A/x_0$. The curve therefore joins the constant value of part (c) without a jump or a kink.

This matters if the permittivity is inferred from a plot of the lowering against $\sqrt F$. For $x_0=0$ the plot is a straight line of slope $2\sqrt A$. In the present model the local slope is

$$\frac{d\Delta\phi}{d\sqrt F}=2\sqrt A-2x_0\sqrt F=2\sqrt A\left(1-\frac{x_0}{u_m}\right)=2\sqrt A\,\frac{x_m}{u_m}.$$

Since $\sqrt A\propto\varepsilon^{-1/2}$, reading this slope as if $x_0$ were zero gives an apparent permittivity $\varepsilon\,(u_m/x_m)^2$, which is too large.

## (e) A silicide contact on silicon

**Evaluate the result for relative permittivity 11.7, $\Phi_B=0.65$ eV, $T=300$ K, $F=0.20$ MV/cm and $x_0=0.3$ nm.**

The barrier and permittivity are rough values for nickel silicide on n-type silicon; $x_0$ is a chosen value. In nanometres and volts, $F=0.020$ V/nm and $A=0.03077$ V nm. Hence

$$u_m=\sqrt{\frac{0.03077}{0.020}}\ \text{nm}=1.240\ \text{nm},\qquad x_m=1.240-0.300=0.940\ \text{nm}.$$

For $x_0=0$ the lowering is $2Fu_m=2(0.020)(1.240)$ V, or 49.6 mV. The shrinkage is $Fx_0=(0.020)(0.3)$ V, or 6.0 mV. What remains is

$$\Delta\phi=49.6-6.0=43.6\ \text{mV}.$$

A direct numerical search for the highest point of $E_c(x)$ gives the same 43.6 mV. The barrier top is at 0.606 eV instead of 0.600 eV.

The shrinkage is 12% of the lowering found for $x_0=0$. Its effect on the current is larger, because thermionic emission over the top depends exponentially on the height. With $kT=25.85$ meV, and with temperature, field and emission prefactor held fixed,

$$\frac{J(x_0)}{J(0)}=\exp\left(-\frac{qFx_0}{kT}\right)=\exp\left(-\frac{6.00}{25.85}\right)=0.793 .$$

The current falls by about 21%. The apparent permittivity of part (d) would be too large by the factor $(1.240/0.940)^2=1.74$.

The limiting field is $F_c=0.03077/0.3^2=0.342$ V/nm, or 3.4 MV/cm, far above the field of the example. The case beyond it can be illustrated at 5 MV/cm, a purely mathematical case for silicon. There the lowering would be 248.1 mV for $x_0=0$ but stays at $A/x_0=102.6$ mV for $x_0=0.3$ nm. The shrinkage is 145.5 mV, less than $Fx_0=150$ mV, as part (c) requires.

## (f) Where the ramp begins

**Let the ramp begin at $x=-s$ instead of $x=0$. Find the lowering, and determine $s$ for a metal that screens linearly over a length $\lambda$.**

The ramp term becomes $F(x+s)=Fu-F(x_0-s)$, so the argument of part (b) gives

$$\Delta\phi=2\sqrt{AF}-F(x_0-s).$$

The shrinkage is the field times the distance between the image plane and the origin of the ramp. If both lie at the same depth, $s=x_0$, and the lowering measured from $\Phi_B$ does not shrink at all.

Consider now a Thomas-Fermi metal with background permittivity $\varepsilon_m$. The junction field penetrates it a little. Let $D(x)$ be the drop of the electron's energy, divided by $q$, relative to the deep metal. Linear screening means $D''=D/\lambda^2$, and the solution that vanishes deep inside is $D=D_0e^{x/\lambda}$. Its slope at the surface is $D_0/\lambda$. Continuity of the electric displacement requires

$$\varepsilon_m\frac{D_0}{\lambda}=\varepsilon F\quad\Rightarrow\quad D_0=F\,\frac{\varepsilon\lambda}{\varepsilon_m}.$$

In the semiconductor the total drop is $D_0+Fx=F(x+s)$, with $s=\varepsilon\lambda/\varepsilon_m$.

The image plane follows from the same metal. Resolve the electron's potential into components with wave number $k$ parallel to the surface. Between the electron and the metal, the direct part varies as $e^{kx}$ and the induced part as $-r\,e^{-kx}$. In the metal the potential varies as $e^{\kappa x}$ with $\kappa=\sqrt{k^2+\lambda^{-2}}$. At $x=0$ the potential in the metal must equal $1-r$, and continuity of displacement gives

$$\varepsilon k(1+r)=\varepsilon_m\kappa(1-r)\quad\Rightarrow\quad r=\frac{\varepsilon_m\kappa-\varepsilon k}{\varepsilon_m\kappa+\varepsilon k}.$$

A perfect conductor has $r=1$. Its image energy can be written with $1/(2x)=\int_0^\infty e^{-2kx}dk$, and each component is now reduced by its own $r$:

$$W(x)=-\frac{q^2}{8\pi\varepsilon}\int_0^\infty r(k)\,e^{-2kx}\,dk .$$

Far from the surface, small $k$ dominates. There $\kappa\approx1/\lambda$, and to first order in $k$

$$r\approx1-2k\frac{\varepsilon\lambda}{\varepsilon_m}\approx e^{-2ks}.$$

The integral becomes $1/[2(x+s)]$, so that $W=-q^2/[16\pi\varepsilon(x+s)]$. The distant image plane lies at the depth $s$, the same depth as the origin of the ramp.

For $\lambda=0.05$ nm and a relative background permittivity of 1.95, chosen to reproduce the example, $s=11.7(0.05)/1.95=0.30$ nm. The electron at the barrier top is not infinitely far away, so the full $r(k)$ should be used there. One feature of this $r(k)$ must be set aside first. At large $k$ it tends to $(\varepsilon_m-\varepsilon)/(\varepsilon_m+\varepsilon)$, which is negative here because $\varepsilon_m<\varepsilon$. Very close to the surface the image term is therefore repulsive, and the computed edge rises without limit as $x\to0$. It exceeds the outer maximum only at distances below 0.2 nm, less than an atomic spacing, where a continuous medium with a sharp boundary is not a meaningful description. The barrier top is therefore taken to be the outer maximum, and the numerical search covers only $x\ge0.3$ nm. It gives a lowering of 49.4 mV, against 49.6 mV for a common origin and 43.6 mV for the pinned ramp. The remaining 0.2 mV comes from the difference between $r(k)$ and $e^{-2ks}$, since the ramp is the same in both calculations.

The result of part (b) is therefore tied to a definition. At the field of the example it applies, to within the 0.2 mV just found, when $\Phi_B$ means the value at $x=0$ of the straight line extrapolated from the semiconductor at the given field. In the Thomas-Fermi metal that value itself falls by $qFx_0$ as the field is applied. If $\Phi_B$ means the zero-field barrier instead, this fall compensates the shrinkage, up to the small difference just found. The 21% loss of current in part (e) is then almost entirely absent, and at the field of the example the apparent permittivity of part (d) is only about 4% too large. This error grows with the field, to about 18% at 0.4 MV/cm. At 0.6 MV/cm the outer maximum no longer exists in this model metal, so the comparison holds only at modest fields.

## (g) What a real contact adds

**Estimate the effects left out of the example, for a donor density of $10^{17}$ cm$^{-3}$.**

In a depletion layer of width $w$ the field falls linearly to zero, and the ramp $Fx$ becomes $Fx-Fx^2/(2w)$. Here $w=\varepsilon F/(qN)=129$ nm, where $N$ is the donor density. The band bending is $Fw/2=1.29$ V, which corresponds to a reverse bias of about 0.8 V. Since $x_m$ is less than 1% of $w$, the lowering changes by only $-0.07$ mV. The donor density is about 0.4% of the effective density of states of the conduction band, so the semiconductor is not degenerate.

The field is about one third of a rough breakdown field of 0.6 MV/cm. The limiting field $F_c$ is 5.7 times that breakdown field, so for $x_0=0.3$ nm the constant lowering of part (c) is out of reach in this contact. At the field of the example, the top would reach the surface only if $x_0$ were as large as $u_m=1.24$ nm.

Tunnelling is a larger correction. It was estimated by weighting a WKB transmission through the rounded barrier with the Boltzmann factor, and by continuing the transmission above the top as for a parabolic barrier. Relative to classical emission over a barrier of the same height, the current rises by a factor 1.85 for an effective mass of 0.19 electron masses and 1.15 for 0.92, rough values for the light and heavy directions in silicon. These factors are equivalent to an extra lowering of 16 and 3.6 meV. The correction is thus comparable to the 6 meV shrinkage, or larger.

The relative effect of $x_0$ nevertheless survives in this estimate. With the ramp pinned, the current ratio between $x_0=0.3$ nm and $x_0=0$ is 0.795 for the light mass and 0.793 for the heavy one, against 0.793 classically. As a function of $u$, the two barriers have the same shape around the top. They differ in that the one with $x_0>0$ is cut off at $u=x_0$, where the edge lies 59 meV below the top. In the WKB estimate this affects only electrons tunnelling at still lower energies. Reflection of the electron wave at the interface itself is not included. The mismatch of electron velocities between metal and semiconductor can make it strong enough to cancel or outweigh the gain from tunnelling, and its strength can also vary with $x_0$. A one-dimensional solution of the wave equation, matched to a free-electron metal with a Fermi energy between 1 and 10 eV, gives a total factor of about 0.9 to 1.8 for the light mass and 0.2 to 0.45 for the heavy one. The current ratio between $x_0=0.3$ nm and $x_0=0$ (with the image term cut off near the bottom of the metal band) then becomes about 0.85 for the light mass and 0.6 to 0.7 for the heavy one. The closeness to 0.793 is therefore a property of the WKB estimate. The factors above therefore describe tunnelling alone, not the total quantum correction.

For a real silicide contact, the assumption that most directly decides the shrinkage is the pinned ramp: in the model metal of part (f), field penetration restores the full 6.0 mV, and the departure of the image term from its distant form takes back only 0.2 mV. A further assumption has not been sized here. The top lies less than 1 nm from the interface, only a few atomic spacings, and the bulk permittivity and a sharp planar boundary are idealizations at that distance. The sign of $x_0$ also depends on the model: the Thomas-Fermi metal always places the image plane inside, whereas self-consistent jellium calculations for a metal facing vacuum place it outside the edge of the positive background. The values above describe the model; they are not measured properties of nickel silicide.

## Computed results

```
relative permittivity: 11.7
bare barrier (rough): 0.65 eV
temperature: 300 K; kT: 25.85 meV
surface field: 0.20 MV/cm = 0.020 V/nm
depth of image plane x0: 0.3 nm
A = q/(16 pi eps): 0.03077 V nm
distance of top from image plane u_m: 1.2403 nm
position of top x_m from surface: 0.9403 nm
lowering with x0 = 0: 49.613 meV
shrinkage q F x0: 6.000 meV
lowering with x0, numerical search: 43.613 meV
relative shrinkage: 12.09 %
barrier top, x0 = 0: 0.6004 eV
barrier top, with x0: 0.6064 eV
classical current ratio, x0 to no x0: 0.7929
slope of lowering with field, numerical: 0.9403 nm
limiting field A/x0^2: 3.419 MV/cm
constant lowering above it: 102.56 meV
illustration above limit, field: 5.0 MV/cm
  full lowering, x0 = 0: 248.07 meV
  true lowering with x0: 102.56 meV
  true shrinkage: 145.50 meV
  q F x0: 150.00 meV
ramp from image plane, lowering: 49.613 meV
Thomas-Fermi screening length: 0.05 nm
Thomas-Fermi background permittivity: 1.950
  distant image plane depth: 0.30003 nm
  edge drop at surface: 6.0000 meV
  lowering with penetration: 49.413 meV
doping: 1.0e+17 cm^-3; doping/Nc: 0.00357
depletion width: 129.3 nm
band bending: 1.293 V; reverse bias: 0.789 V
lowering with depletion edge: 43.545 meV
change due to depletion edge: -0.069 meV
rough breakdown field: 0.60 MV/cm
field / breakdown field: 0.333
limiting field / breakdown field: 5.70
tunnelling, mass 0.19 m_e: current factor 1.853
  equivalent extra lowering: 15.95 meV
  current ratio, x0 to no x0: 0.7948
tunnelling, mass 0.92 m_e: current factor 1.149
  equivalent extra lowering: 3.59 meV
  current ratio, x0 to no x0: 0.7929
```
